# Pyrometer Temperature Error from an Emissivity Error in Rapid Thermal Annealing: verification in Python

```python
# Result under test: a pyrometer at wavelength lam, viewing a body of true
# temperature T and emissivity eps while set to emissivity eps_set, reads T_i with
#   (T_i - T)/T = (lam*T/c2) * (eps - eps_set)/eps_set
# to first order and in the Wien limit, where c2 = h*c/k.
# Also tested: finite-error forms, Planck correction, finite detector band,
# and the resulting error of a thermally activated diffusivity.
# Readings are obtained by solving the signal balance numerically.
import numpy as np
from scipy.constants import h, c, k, e
from scipy.optimize import brentq

c2 = h * c / k


def wien(lam, T):
    return 2 * h * c**2 / lam**5 * np.exp(-c2 / (lam * T))


def planck(lam, T):
    return 2 * h * c**2 / lam**5 / np.expm1(c2 / (lam * T))


def reading(signal, T, eps, eps_set):
    """Temperature at which eps_set*signal equals the received eps*signal(T)."""
    target = np.log(eps * signal(T))
    return brentq(lambda t: np.log(eps_set * signal(t)) - target,
                  0.5 * T, 2.0 * T, xtol=1e-10, rtol=1e-14)


T = 1300.0
eps_set, eps = 0.70, 0.65
delta = (eps - eps_set) / eps_set
log_ratio = np.log(eps / eps_set)
wavelengths = [0.95e-6, 2.0e-6, 10.0e-6]
step = 1e-3

print(f"second radiation constant c2 = {c2*1e6:.2f} um K")
print(f"true temperature T = {T:.1f} K")
print(f"emissivity setting = {eps_set:.2f}, true emissivity = {eps:.2f}")
print(f"fractional emissivity error delta = {delta:.5f}")
print(f"ln(eps/eps_set) = {log_ratio:.5f}")

planck_to_wien = []
for lam in wavelengths:
    a = lam * T / c2
    x = 1 / a
    wien_signal = lambda t: wien(lam, t)
    planck_signal = lambda t: planck(lam, t)

    # finite errors: root solving against closed forms
    Ti_wien = reading(wien_signal, T, eps, eps_set)
    Ti_planck = reading(planck_signal, T, eps, eps_set)
    assert abs(Ti_wien - T / (1 - a * log_ratio)) < 1e-7
    x_read = np.log(1 + eps_set / eps * np.expm1(x))
    assert abs(Ti_planck - c2 / (lam * x_read)) < 1e-7

    # slopes with respect to the true emissivity, by central differences
    def slope(signal):
        up = reading(signal, T, eps_set * (1 + step), eps_set)
        down = reading(signal, T, eps_set * (1 - step), eps_set)
        return (up - down) / (2 * step * T)
    slope_wien, slope_planck = slope(wien_signal), slope(planck_signal)
    assert abs(slope_wien / a - 1) < 1e-5
    assert abs(slope_planck / (a * (1 - np.exp(-x))) - 1) < 1e-5

    # opposite sign when the setting is changed at fixed signal
    up = reading(wien_signal, T, eps, eps * (1 + step))
    down = reading(wien_signal, T, eps, eps * (1 - step))
    assert abs((up - down) / (2 * step * T) / (-a) - 1) < 1e-5

    # second-order coefficient from the even part of the response
    big = 1e-2
    up = reading(wien_signal, T, eps_set * (1 + big), eps_set) / T - 1
    down = reading(wien_signal, T, eps_set * (1 - big), eps_set) / T - 1
    second = (up + down) / (2 * big**2)
    assert abs(second - a * (a - 0.5)) < 1e-3 * a

    planck_to_wien.append((Ti_planck - T) / (Ti_wien - T))
    print(f"--- wavelength {lam*1e6:.2f} um ---")
    print(f"lam*T/c2 = {a:.5f}, x = c2/(lam*T) = {x:.4f}")
    print(f"exp(-x) = {np.exp(-x):.3e}")
    print(f"first-order Wien error = {a*delta*T:.3f} K")
    print(f"second-order term = {a*(a-0.5)*delta**2*T:.3f} K")
    print(f"finite Wien error = {Ti_wien-T:.4f} K")
    print(f"finite Planck error = {Ti_planck-T:.4f} K")
    print(f"slope from Wien readings = {slope_wien:.5f}")
    print(f"slope from Planck readings = {slope_planck:.5f}")

assert abs(planck_to_wien[0] - 1) < 1e-4
assert planck_to_wien[2] < 0.75

lam = wavelengths[0]
x = c2 / (lam * T)
wien_signal = lambda t: wien(lam, t)

# emissivity tolerance for a one-kelvin error
tolerance = x * 1.0 / T
shift = reading(wien_signal, T, eps_set * (1 + tolerance), eps_set) - T
assert abs(shift - 1.0) < 0.01
print("--- tolerance at 0.95 um ---")
print(f"emissivity tolerance for 1 K = {100*tolerance:.3f} percent")
print(f"reading shift it produces = {shift:.4f} K")

# flat detector band, emissivity constant across it
band_low, band_high = 0.90e-6, 1.00e-6
nodes, weights = np.polynomial.legendre.leggauss(40)
band = 0.5 * (band_high + band_low) + 0.5 * (band_high - band_low) * nodes
band_weights = 0.5 * (band_high - band_low) * weights
band_signal = lambda t: np.sum(band_weights * wien(band, t))
mean_inverse = np.sum(band_weights * wien(band, T) / band) / band_signal(T)
lam_eff = 1 / mean_inverse
up = reading(band_signal, T, eps_set * (1 + step), eps_set)
down = reading(band_signal, T, eps_set * (1 - step), eps_set)
band_slope = (up - down) / (2 * step * T)
assert abs(band_slope / (lam_eff * T / c2) - 1) < 1e-5
# the band centre would not pass the same test
assert abs(band_slope / (lam * T / c2) - 1) > 1e-3
print("--- flat band ---")
print(f"band limits = {band_low*1e6:.2f} to {band_high*1e6:.2f} um")
print(f"effective wavelength = {lam_eff*1e6:.5f} um")
print(f"slope from band readings = {band_slope:.5f}")

# closed loop: the reading is held at T_set, the wafer temperature is sought
T_set = 1300.0
activation = 3.5 * e
photon = h * c / lam


def true_temperature(signal, setpoint):
    return brentq(lambda t: np.log(eps * signal(t))
                  - np.log(eps_set * signal(setpoint)),
                  0.5 * setpoint, 2 * setpoint, xtol=1e-10, rtol=1e-14)


def diffusivity_ratio(signal, setpoint):
    t = true_temperature(signal, setpoint)
    return np.exp(-activation / (k * t)) / np.exp(-activation / (k * setpoint))


T_true = true_temperature(wien_signal, T_set)
assert abs(1 / T_true - (1 / T_set + lam / c2 * log_ratio)) < 1e-13
power_law = (eps_set / eps) ** (activation / photon)
ratio = diffusivity_ratio(wien_signal, T_set)
assert abs(ratio / power_law - 1) < 1e-8
# independence of the set temperature, and agreement with Planck's law
assert abs(diffusivity_ratio(wien_signal, 1100.0) / power_law - 1) < 1e-8
ratio_planck = diffusivity_ratio(lambda t: planck(lam, t), T_set)
assert abs(ratio_planck / power_law - 1) < 1e-4
print("--- closed loop at 0.95 um ---")
print(f"reading held at = {T_set:.1f} K")
print(f"true wafer temperature = {T_true:.3f} K")
print(f"wafer temperature excess = {T_true-T_set:.3f} K")
print(f"activation energy = {activation/e:.2f} eV")
print(f"photon energy = {photon/e:.4f} eV")
print(f"exponent E_a/E_ph = {activation/photon:.4f}")
print(f"diffusivity ratio D(T)/D(T_set) = {ratio:.4f}")

print("every check passed")
```

Running it gives:

```
second radiation constant c2 = 14387.77 um K
true temperature T = 1300.0 K
emissivity setting = 0.70, true emissivity = 0.65
fractional emissivity error delta = -0.07143
ln(eps/eps_set) = -0.07411
--- wavelength 0.95 um ---
lam*T/c2 = 0.08584, x = c2/(lam*T) = 11.6500
exp(-x) = 8.719e-06
first-order Wien error = -7.971 K
second-order term = -0.236 K
finite Wien error = -8.2173 K
finite Planck error = -8.2172 K
slope from Wien readings = 0.08584
slope from Planck readings = 0.08584
--- wavelength 2.00 um ---
lam*T/c2 = 0.18071, x = c2/(lam*T) = 5.5338
exp(-x) = 3.951e-03
first-order Wien error = -16.780 K
second-order term = -0.383 K
finite Wien error = -17.1795 K
finite Planck error = -17.1149 K
slope from Wien readings = 0.18071
slope from Planck readings = 0.18000
--- wavelength 10.00 um ---
lam*T/c2 = 0.90355, x = c2/(lam*T) = 1.1068
exp(-x) = 3.306e-01
first-order Wien error = -83.901 K
second-order term = 2.418 K
finite Wien error = -81.5850 K
finite Planck error = -56.4156 K
slope from Wien readings = 0.90355
slope from Planck readings = 0.60480
--- tolerance at 0.95 um ---
emissivity tolerance for 1 K = 0.896 percent
reading shift it produces = 0.9963 K
--- flat band ---
band limits = 0.90 to 1.00 um
effective wavelength = 0.95491 um
slope from band readings = 0.08628
--- closed loop at 0.95 um ---
reading held at = 1300.0 K
true wafer temperature = 1308.322 K
wafer temperature excess = 8.322 K
activation energy = 3.50 eV
photon energy = 1.3051 eV
exponent E_a/E_ph = 2.6818
diffusivity ratio D(T)/D(T_set) = 1.2199
every check passed
```
